# Currie's Detection Limit for Paired Signal and Background Counts, part 2

A weak signal is to be detected above a background by counting. Two independent runs of equal length are made, one on the sample and one on a blank. The sample run gives the gross count \(G\), the blank run gives \(N\), and the net count is \(D=G-N\). The mean number of signal counts in the sample run is \(S\), and the mean number of background counts in either run is \(B\). Signal and background counts follow Poisson distributions, and all counts are dimensionless.

A signal is declared when \(D>L_C\), where \(L_C\) is the critical level. A false positive is a declaration when \(S=0\), and a miss is a failure to declare when a signal is present. The detection limit \(L_D\) is the value of \(S\) at which the miss probability equals its allowed value. Both error rates are set to five percent here.

The net count has mean \(S\) and variance \(\sigma^2=S+\sigma_0^2\), with \(\sigma_0^2=2B\) for pure counting noise. Let \(\Phi\) be the cumulative distribution of a normal variable with zero mean and unit variance, and let \(k\) be its one-sided quantile, so that \(\Phi(-k)\) is the allowed error rate. For five percent, \(k=1.6449\) and \(k^2=2.71\). In the normal approximation, with \(B\) known when the threshold is set,

\[
L_C=k\sigma_0,\qquad L_D=k^2+2k\sigma_0 .
\]

The additive constant \(k^2\) comes from the counting noise of the signal itself. The formula for \(L_D\) holds for any \(\sigma_0\), provided that the total variance is \(S+\sigma_0^2\).

The example is an X-ray measurement of metal residue on a silicon wafer, with runs of 500 s and \(B=200\). Then \(\sigma_0=20\), \(L_C=32.9\) and \(L_D=68.5\) counts.

### Whether an additive constant is meaningful for integers

The net count is an integer, so \(D>L_C\) means \(D\ge m\), where \(m\) is the smallest integer above \(L_C\). In a normal approximation each integer stands for an interval of unit width around it. The boundary between \(m-1\) and \(m\) is then

\[
c=m-\tfrac12 .
\]

This effective threshold can differ from \(L_C\) by up to half a count. The detection limit moves by nearly the same amount, which is not negligible beside 2.71. The constant can be isolated by choosing backgrounds for which \(k\sqrt{2B}=c\), so that the nominal and effective thresholds agree. The signal missed with five-percent probability is then found from exact Poisson sums, and \(2c\) is subtracted.

For \(B=102.1\), 998.4 and 9989.9 the remainder is 2.641, 2.683 and 2.698 counts. It approaches \(k^2=2.706\) from below. The gap multiplied by \(\sqrt B\) is 0.65, 0.70 and 0.72, so the gap itself falls roughly as \(1/\sqrt B\).

This behaviour can be derived from the first corrections to the normal distribution. Let \(z=(c-S)/\sigma\), and let \(\phi=\Phi'\) be the normal density. The third and fourth cumulants of \(D\) are \(S\) and \(\sigma^2\). In units of \(\sigma\) they are

\[
\gamma=\frac{S}{\sigma^3},\qquad \frac{\sigma^2}{\sigma^4}=\frac1{\sigma^2}.
\]

They multiply the Fourier transform of the density by \(1+\gamma(iv)^3/6+(iv)^4/(24\sigma^2)\), to first order in each. A factor \(iv\) corresponds to \(-d/dz\) acting on the density. Integrating the density once gives the cumulative probability

\[
\Phi(z)-\frac{\gamma}{6}\phi''(z)+\frac{1}{24\sigma^2}\phi'''(z).
\]

The sum over integers supplies a further term of the same order. For a smooth density \(f\), the integral over a unit interval centred on \(j\) is \(f(j)+f''(j)/24\) to leading order. The sum of \(f(j)\) up to \(m-1\) is therefore the integral up to \(c\), minus \(f'(c)/24\). In the variable \(z\) this subtracts \(\phi'(z)/(24\sigma^2)\). The miss condition becomes

\[
\Phi(z)-\frac{\gamma}{6}\phi''(z)
+\frac{\phi'''(z)-\phi'(z)}{24\sigma^2}=\Phi(-k).
\]

Write \(z=-k+\varepsilon\) with small \(\varepsilon\). From \(\phi'=-z\phi\) one finds \(\phi''=(z^2-1)\phi\) and \(\phi'''=(3z-z^3)\phi\). At \(z=-k\),

\[
\phi''=(k^2-1)\phi,\qquad \phi'''-\phi'=(k^3-4k)\phi .
\]

Replacing \(\Phi(z)\) by \(\Phi(-k)+\varepsilon\phi\) and dividing by \(\phi\) gives

\[
\varepsilon=\frac{\gamma(k^2-1)}{6}+\frac{4k-k^3}{24\sigma^2}.
\]

Since \(S=c+k\sigma-\varepsilon\sigma\), the required signal is lowered by \(\varepsilon\sigma\). For large \(B\), \(S\) is close to \(2k\sqrt{2B}\) and \(\sigma^2\) to \(2B\). Then \(\gamma\sigma=S/\sigma^2=\sqrt2\,k/\sqrt B\), and the gap below \(k^2\) is

\[
\varepsilon\sigma=\frac{1}{\sqrt B}\left[
\frac{\sqrt2\,k(k^2-1)}{6}+\frac{k(4-k^2)}{24\sqrt2}\right]
=\frac{0.66+0.06}{\sqrt B}.
\]

The leading coefficient, 0.72, agrees with the exact sums at the largest background. Most of the gap comes from the skewness produced by the signal. A Poisson count has a shorter lower tail than a normal variable of the same variance, so misses are slightly rarer.

For the wafer example both effects can be followed. There \(L_C=32.90\), \(m=33\) and \(c=32.5\). The effective threshold is 0.40 below the nominal one, and the correction just derived is about \(0.72/14.1=0.05\). Together they lower the limit by about 0.45 count. The exact sums give 68.04 instead of 68.50, a difference of 0.46. The actual false-positive rate is 5.21 percent and the actual miss rate at 68.50 counts is 4.79 percent. The lower effective threshold raises the first and reduces the second.

### Very low backgrounds

At \(B=0\) the blank count is zero, \(L_C=0\), and one count in the sample run is enough for a declaration. No false positive can occur in this model. A signal is missed when it gives no count:

\[
P(D=0)=e^{-S}.
\]

Setting this equal to 0.05 gives

\[
L_D=-\ln0.05=3.00 .
\]

The normal formula gives 2.71, which is about 10 percent below the exact limit. At that signal the miss probability is 6.68 percent. The number 2.71 should therefore not be read as the limit for a counter without background. It is the additive constant of a formula for larger counts.

At backgrounds of one and five counts the formula is closer to the exact limit, provided that \(B\) is known. For \(B=1\) it gives 7.36 counts against an exact 7.23, and for \(B=5\) it gives 13.11 against 13.25. Such closeness cannot be relied on at other small backgrounds, because the integer threshold moves in steps while the formula varies smoothly. These exact limits are for the integer threshold that the rule implies. The corresponding false-positive rates are 3.72 and 4.04 percent rather than five percent. The error can also go the other way. At \(B=0.18\), where \(L_C\) lies just below one count, the false-positive rate is 14 percent and the formula is 1.35 counts above the exact limit. If an error rate must be guaranteed at low counts, \(m\) and \(L_D\) should be calculated from the Poisson distributions directly.

### A threshold set from the observed blank

The background mean is often replaced by the single blank count, so that the rule becomes

\[
G-N>k\sqrt{2N}.
\]

This is a different procedure. A blank that happens to be low raises the net count and also lowers the threshold. The two effects act in the same direction and increase false positives.

For large \(B\), write \(N=B+\delta\). To first order in \(\delta\),

\[
\sqrt{2N}=\sqrt{2B}+\frac{\delta}{\sqrt{2B}}=\sigma_0+\frac{\delta}{\sigma_0}.
\]

The rule can then be rearranged as

\[
(G-B)-\left(1+\frac{k}{\sigma_0}\right)\delta>k\sigma_0 .
\]

Without signal, \(G-B\) and \(\delta\) are independent with variance \(B\) each. The variance of the left side is

\[
B+B\left(1+\frac{k}{\sigma_0}\right)^2
=2B+\frac{2Bk}{\sigma_0}+\frac{Bk^2}{\sigma_0^2}
=\sigma_0^2+k\sigma_0+\frac{k^2}{2},
\]

where \(2B=\sigma_0^2\) was used. For \(\sigma_0=20\) the standard deviation is \(\sqrt{400+32.9+1.4}=20.8\) instead of 20. The threshold then lies 1.58 standard deviations above zero, which corresponds to a false-positive rate of 5.7 percent. The exact sum also gives 5.7 percent.

At a background near one count the failure is severe. For \(B=1\) the exact false-positive rate is 24 percent. The main reason is that the blank gives no count with probability \(e^{-1}=0.37\). The threshold is then zero, and any gross count causes a declaration, with probability \(1-e^{-1}=0.63\). The product is 23 percent, which is nearly the whole rate.

A more stable threshold uses the mean of \(r\) earlier blank runs made under the same conditions. That mean has standard deviation \(\sqrt{B/r}\). Since \(\sigma_0\) varies as the square root of \(B\), its relative standard deviation is

\[
\frac12\,\frac{\sqrt{B/r}}{B}=\frac{1}{2\sqrt{rB}} .
\]

For \(B=200\) and ten blanks this is about 1 percent. The paired blank is still subtracted in \(D\), while the earlier blanks serve to set \(L_C\).

### Background that varies from run to run

Suppose that the background mean is itself random in each run, with average \(B\) and relative standard deviation \(f\), independently in the two runs. The blank variance is the average counting variance plus the variance of the mean:

\[
\operatorname{Var}N=B+f^2B^2 .
\]

The gross count has the same background variance plus \(S\). Hence

\[
\operatorname{Var}D=S+2B+2f^2B^2,\qquad
\sigma_0^2=2B+2f^2B^2 .
\]

The signal still adds \(S\) to the variance, so \(L_D=k^2+2k\sigma_0\) remains valid in the normal approximation. The constant 2.71 is unchanged, and the larger noise enters through \(\sigma_0\). This assumes that the cause of the spread leaves the signal rate alone. A change of beam intensity or alignment scales signal and background together, and the variance then gains the further terms \(f^2(S^2+2SB)\), so the formula no longer applies.

For \(B=200\) and \(f=0.05\), \(\sigma_0^2=400+200=600\). This gives \(L_C=40.3\) and \(L_D=83.3\) counts. If the old threshold of 32.9 is kept, the false-positive rate is 9.2 percent. These values were tested by exact sums for a background mean that follows a gamma distribution with this average and spread. With the corrected threshold the false-positive rate is 4.9 percent, and the miss rate at 83.3 counts is 5.1 percent. If the same random factor also multiplies the signal, the miss rate at 83.3 counts is 6.2 percent and the limit is 86.6 counts.

### From counts to areal density and counting time

Let \(b\) be the background rate, and let \(s\) be the signal rate produced by the areal density that is to be detected. For runs of length \(t\), \(B=bt\) and \(S=st\). With pure counting noise the target is at the detection limit when

\[
st=k^2+2k\sqrt{2bt}.
\]

With \(u=\sqrt t\) this is a quadratic equation,

\[
su^2-2k\sqrt{2b}\,u-k^2=0 .
\]

Its positive root is

\[
u=\frac{2k\sqrt{2b}+\sqrt{8k^2b+4k^2s}}{2s}
=\frac{k}{s}\left(\sqrt{2b}+\sqrt{2b+s}\right),
\]

and therefore

\[
t=\frac{k^2}{s^2}\left(\sqrt{2b}+\sqrt{2b+s}\right)^2 .
\]

If \(s\ll2b\), then \(t\approx8k^2b/s^2\), and halving the target density takes four times as long. If \(s\gg2b\), then \(t\approx k^2/s\), and it takes twice as long. The second limit lies at low counts, where the exact Poisson treatment should replace \(k^2\).

The wafer example has a background density of 0.002 counts per second per eV and an energy window of 200 eV, hence \(b=0.40\) counts per second. The sensitivity is 0.05 counts per second for \(10^{10}\) atoms/cm². In 500 s this density gives 25 counts, so the detection limit is

\[
\frac{68.5}{25}\times10^{10}=2.7\times10^{10}\ \text{atoms/cm}^2,
\]

or \(2.7\times10^{-6}\) atoms/Å².

To reach \(10^{10}\) atoms/cm², set \(s=0.05\) counts per second. Then

\[
t=\left[\frac{1.6449\,(0.894+0.922)}{0.05}\right]^2\text{s}\approx3570\ \text{s}
\]

for each run. The mean counts are \(B=1428\) and \(S=178.5\), and exact Poisson sums give error rates of 5.1 percent for false positives and 4.9 percent for misses.

This time holds for a constant background. If each run has a relative spread \(f\) that does not shrink with counting time, \(\sigma_0\) tends to \(\sqrt2\,fbt\) for long runs. The smallest detectable signal rate then tends to

\[
\frac{L_D}{t}\to2\sqrt2\,k f b .
\]

For \(f=0.05\) this is \(4.65\times0.05\times0.40=0.093\) counts per second, or \(1.9\times10^{10}\) atoms/cm². If the spread scales the signal as well, the floor is 0.099 counts per second, or \(2.0\times10^{10}\) atoms/cm². In either case the target of \(10^{10}\) atoms/cm² cannot be reached with one pair of runs of any length. Reaching it requires a smaller spread, a lower background rate, a higher sensitivity, or an average over several pairs of runs with independent backgrounds.

### Comparison with real instruments

The example describes total-reflection X-ray fluorescence, in which a grazing X-ray beam excites metal atoms on a wafer. Its parameters are round values, and the paired blank run is a simplification: in practice the background under a line is often estimated from a fit to the same spectrum, which has a different variance. Roughly, quoted limits of such instruments lie between \(10^{9}\) and \(10^{10}\) atoms/cm² for favourable metals in runs of several hundred to a thousand seconds, so the calculated limit is on the high side for those metals. Part of the difference can be one of definition. Quoted limits are often the signal equal to three standard deviations of the background count, \(3\sqrt B\), which here is 42 counts or \(1.7\times10^{10}\) atoms/cm². The assumption of equal background in both runs may fail. An assumed spread of 5 percent raises the 500 s limit from \(2.7\times10^{10}\) to \(3.3\times10^{10}\) atoms/cm², an increase of 22 percent. The spread of a particular instrument has to be found from repeated blanks.

Three other effects were sized for the same 500 s runs, each taken alone:

- **Drift.** If the background is 2 percent higher in the sample run than in the blank run, the net count is shifted by 4 counts. The false-positive rate rises from 5.2 to 7.8 percent. One 500 s blank before the sample and one after it would not reveal such a shift, because their difference has a standard deviation of 20 counts. Many repeated blanks would be needed.
- **Dead time.** A total detector rate of 5000 counts per second and a dead time of 5 µs give a loss of 2.5 percent. If the loss removes counts at random, is absent from the calibration, and the threshold is set from the reduced background, the areal limit rises by 1.3 percent.
- **Sensitivity.** If the true sensitivity is 10 percent below the calibrated one, the limit becomes \(3.0\times10^{10}\) atoms/cm². The limit in counts is unchanged, because this error enters in the conversion to areal density.

The numerical output below lists the inputs and the resulting error rates or limits for these cases.

## Table of computed values

```
one-sided 5% normal quantile k = 1.6449
constant k^2 = 2.7055 counts
coefficient of sqrt(B) in L_C = 2.3262
coefficient of sqrt(B) in L_D = 4.6523
B where both terms of L_D are equal = 0.338 counts
Exact additive constant, L_C at a half-integer:
 B = 102.1, L_C = 23.5: constant = 2.6409, gap*sqrt(B) = 0.653
 B = 998.4, L_C = 73.5: constant = 2.6834, gap*sqrt(B) = 0.699
 B = 9989.9, L_C = 232.5: constant = 2.6984, gap*sqrt(B) = 0.716
Exact rates (%), known B; last: threshold from observed N:
 B=0: L_C=0.00, L_D=2.71, false pos=0.00, miss=6.68, exact L_D=3.00, with N=0.00
 B=1: L_C=2.33, L_D=7.36, false pos=3.72, miss=4.65, exact L_D=7.23, with N=23.96
 B=5: L_C=5.20, L_D=13.11, false pos=4.04, miss=5.27, exact L_D=13.25, with N=9.78
 B=20: L_C=10.40, L_D=23.51, false pos=4.82, miss=4.97, exact L_D=23.49, with N=7.33
 B=200: L_C=32.90, L_D=68.50, false pos=5.21, miss=4.79, exact L_D=68.04, with N=5.73
Example, trace metal on a silicon wafer:
 background density = 0.002 counts/(s eV)
 energy window = 200 eV
 background rate = 0.40 counts/s
 time per run = 500 s
 sensitivity = 0.05 counts/s per 1e+10 atoms/cm2
 B = 200 counts, null std. dev. = 20.00 counts
 L_C = 32.90 counts, L_D = 68.50 counts
 share of k^2 in L_D = 3.9 %
 areal detection limit = 2.740e+10 atoms/cm2
 same limit = 2.740e-06 atoms/A2
 time per run for 1e+10 atoms/cm2 = 3570 s
 there: B = 1428, S = 178.5 counts
 there: exact false pos = 5.08 %, miss = 4.92 %
Neglected effects for the example:
 background spread 5 % per run: false pos with old L_C = 9.22 %
  corrected L_C = 40.29, L_D = 83.29 counts
  exact rates then: false pos = 4.91 %, miss = 5.07 %
  corrected areal limit = 3.331e+10 atoms/cm2
 background drift +2 %: false pos = 7.81 %
 total rate 5000 counts/s, dead time 5 us: loss = 2.5 %
  areal limit rises by 1.32 %
 sensitivity 10 % lower: areal limit = 3.044e+10 atoms/cm2
```
